# Murgatroyd's Approximation for Space-Charge-Limited Current with Field-Dependent Mobility: a numerical check

```python
# RESULT UNDER TEST
# Drift-only space-charge-limited current with mobility mu0*exp(b*sqrt(E)):
#   J = (9/8) eps mu0 V^2/L^3 * G(g),  g = b*sqrt(V/L),
#   G = (8/9) F1^3/F2^2,  g = s*sqrt(F2/F1),  s = b*sqrt(E at exit),
#   Fn(s) = integral_0^1 u^n exp(s*sqrt(u)) du.
# Murgatroyd's approximation is G = exp(0.891 g).
# Reduced variables: y = x/L, e = E L/V, j = J L^3/(eps mu0 V^2).
# fill = eps V/(q N L^2) measures trap filling for trap density N.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq, minimize_scalar

MURGATROYD = 0.891
nodes, weights = np.polynomial.legendre.leggauss(100)
nodes, weights = (nodes + 1) / 2, weights / 2


def log_moments(s):
    """Logarithms of F1 and F2 from their closed forms (s >= 0.3)."""
    tail = np.exp(-s)
    a = (s**3 - 3*s**2 + 6*s - 6 + 6*tail) / s**4
    b = (s**5 - 5*s**4 + 20*s**3 - 60*s**2 + 120*s - 120
         + 120*tail) / s**6
    return s + np.log(2*a), s + np.log(2*b)


def g_from_s(s):
    f1, f2 = log_moments(s)
    return s * np.exp((f2 - f1) / 2)


def log_gain_from_s(s):
    f1, f2 = log_moments(s)
    return np.log(8/9) + 3*f1 - 2*f2


def s_from_g(g):
    return brentq(lambda s: g_from_s(s) - g, 0.3, 1.3*g + 1, xtol=1e-12)


def log_gain(g):
    return log_gain_from_s(s_from_g(g))


def field_integral(n, e, g, factor=np.exp):
    """Integral_0^e v^n factor(g sqrt(v)) dv by quadrature."""
    t = np.sqrt(e) * nodes
    return 2*np.sqrt(e)*np.sum(weights * t**(2*n + 1) * factor(g*t))


def film_current(g, factor=np.exp, fill=0.0):
    """Reduced current and exit field for a general mobility factor."""
    def voltage_error(e):
        i1 = field_integral(1, e, g, factor)
        i2 = field_integral(2, e, g, factor)
        return i2*(1 - fill*e)/i1 + fill*e**2/2 - 1
    e = brentq(voltage_error, 1.0, 2.0, xtol=1e-14)
    return field_integral(1, e, g, factor)/(1 - fill*e), e


# Closed integrals against adaptive quadrature
for s in (0.5, 3.0, 9.0):
    for n, value in zip((1, 2), log_moments(s)):
        direct = quad(lambda u: u**n*np.exp(s*np.sqrt(u)), 0, 1,
                      epsabs=1e-11, epsrel=1e-11)[0]
        assert abs(np.exp(value)/direct - 1) < 1e-8


# Parametric current against shooting on Poisson plus drift equations
def shot_voltage(j, g):
    def rhs(y, state):
        square = max(state[0], 0.0)      # square of reduced field
        return [2*j*np.exp(-g*square**0.25), np.sqrt(square)]
    run = solve_ivp(rhs, (0, 1), [0, 0], rtol=1e-8, atol=1e-11)
    assert run.success
    return run.y[1, -1]


shooting_error = 0.0
for g in (1.0, 4.0, 6.0, 9.0):
    lnj = brentq(lambda z: shot_voltage(np.exp(z), g) - 1,
                 0.0, np.log(9/8) + g + 0.2, xtol=1e-9)
    deviation = abs(np.exp(lnj - np.log(9/8) - log_gain(g)) - 1)
    shooting_error = max(shooting_error, deviation)
assert shooting_error < 2e-5
assert abs(film_current(0.0)[0] - 9/8) < 1e-10

# Influence of a small mobility bump in one slab at fixed voltage
cells = 200000
y_mid = (np.arange(cells) + 0.5)/cells
for left, right in ((0.1, 0.2), (0.8, 0.9)):
    size = 1e-4
    mobility = 1 + size*((y_mid > left) & (y_mid < right))
    inverse = 1/mobility
    path = (np.cumsum(inverse) - inverse/2)/cells
    reference = np.mean(np.sqrt(y_mid))
    response = 2*np.log(reference/np.mean(np.sqrt(path)))/size
    predicted = quad(lambda y: 3*(1 - np.sqrt(y)), left, right)[0]
    assert abs(response/predicted - 1) < 2e-3

# Weak- and strong-field-dependence limits
initial = 12*np.sqrt(6)/35
small_g = 1e-3
measured_initial = np.log(film_current(small_g)[0]*8/9)/small_g
assert abs(measured_initial - initial) < 1e-4
weighted = quad(lambda y: 3*(1-np.sqrt(y))*np.sqrt(1.5*np.sqrt(y)),
                0, 1)[0]
assert abs(weighted - initial) < 1e-8
plain = quad(lambda y: np.sqrt(1.5*np.sqrt(y)), 0, 1)[0]
for s in (150.0, 300.0):
    g = g_from_s(s)
    limit = g - np.log(g) + 1 + np.log(16/9) - 3.5/g
    assert abs(log_gain_from_s(s) - limit) < 5/g**2

# Quality and meaning of the coefficient 0.891
s_grid = np.linspace(0.3, 60, 600)
g_grid = g_from_s(s_grid)
ratio_grid = log_gain_from_s(s_grid)/g_grid
assert np.all(np.diff(ratio_grid) > 0) and np.all(ratio_grid < 1)
crossing = brentq(lambda g: log_gain(g) - MURGATROYD*g, 6, 12)
peak = minimize_scalar(lambda g: log_gain(g) - MURGATROYD*g,
                       bounds=(1, crossing), method='bounded')
max_log_error = -peak.fun
range_end = brentq(lambda g: log_gain(g) - MURGATROYD*g - max_log_error,
                   crossing, 18)
s_fit = np.linspace(0.3, s_from_g(range_end), 3000)
g_fit, ln_fit = g_from_s(s_fit), log_gain_from_s(s_fit)
best = minimize_scalar(lambda c: np.max(np.abs(c*g_fit - ln_fit)),
                       bounds=(0.8, 1.0), method='bounded',
                       options={'xatol': 1e-8}).x
assert abs(best - MURGATROYD) < 1e-3

# Rough parameters for a hydrogenated amorphous SiC dielectric
q, k_b, eps0 = const.e, const.k, const.epsilon_0
thickness, voltage, temperature = 200e-9, 6.0, 400.0
eps_static, eps_optical = 4.5, 4.0
trap_density, trap_depth = 1e24, 1.0        # m^-3, eV
band_mobility, mass_ratio = 1e-4, 0.5       # m^2/(V s), electron masses
breakdown = 4e8                             # V/m, rough typical size
thermal_voltage = k_b*temperature/q
mass = mass_ratio*const.m_e
band_density = 2*(2*np.pi*mass*k_b*temperature/const.h**2)**1.5
mu0 = (band_mobility*band_density/trap_density
       * np.exp(-trap_depth/thermal_voltage))
beta = np.sqrt(q/(np.pi*eps0*eps_optical))  # eV per sqrt(V/m)
b_field = beta/thermal_voltage
mean_field = voltage/thickness
g_film = b_field*np.sqrt(mean_field)
s_film = s_from_g(g_film)
ln_film = log_gain(g_film)
unit_current = eps0*eps_static*mu0*voltage**2/thickness**3
mott = 9/8*unit_current
exact_current = mott*np.exp(ln_film)
murgatroyd_current = mott*np.exp(MURGATROYD*g_film)
j_film, exit_field = film_current(g_film)
assert abs(j_film*unit_current/exact_current - 1) < 1e-8
assert abs(exit_field - (s_film/g_film)**2) < 1e-8


def depth(e):
    return field_integral(1, e, g_film)/j_film


def field_at(y):
    return brentq(lambda e: depth(e) - y, 1e-8, exit_field)


# Filling of a finite number of traps, checked by direct integration
fill = eps0*eps_static*voltage/(q*trap_density*thickness**2)
j_filled, e_filled = film_current(g_film, fill=fill)


def filled_rhs(y, state):
    e = max(state[0], 0.0)
    return [1/(e*np.exp(g_film*np.sqrt(e))/j_filled + fill), e]


filled = solve_ivp(filled_rhs, (0, 1), [0, 0], rtol=1e-9, atol=1e-11)
assert abs(filled.y[1, -1] - 1) < 1e-5
assert abs(filled.y[0, -1] - e_filled) < 1e-5


# Escape averaged over directions; backward hemisphere is not enhanced
def angular_factor(a):
    return 0.5 + (1 + (a - 1)*np.exp(a))/a**2


for a in (0.5, 6.0):
    forward = quad(lambda c: np.exp(a*np.sqrt(c)), 0, 1)[0]
    assert abs(angular_factor(a)/(0.5 + forward/2) - 1) < 1e-7
j_angular = film_current(g_film, factor=angular_factor)[0]


# Diffusion relative to drift, evaluated on the drift solution
def diffusion_ratio(e):
    slope = j_film/(e*np.exp(g_film*np.sqrt(e)))
    return (thermal_voltage/voltage*slope
            * (1/e + g_film/(2*np.sqrt(e)))/e)


e_diff = brentq(lambda e: diffusion_ratio(e) - 0.1, 1e-5, exit_field)
diff_potential = voltage*field_integral(2, e_diff, g_film)/j_film
step = 1e-3
power = 2 + (log_gain(g_film*np.sqrt(1 + step))
             - log_gain(g_film*np.sqrt(1 - step)))/(2*step)
thermal_shift = power*thermal_voltage/voltage

# Saddle tunnelling, well overlap and contact supply
anode_field = exit_field*mean_field
coulomb = q/(4*np.pi*eps0*eps_optical)
saddle = np.sqrt(coulomb/anode_field)
omega = np.sqrt(2*q*anode_field/(mass*saddle))
z = const.hbar*omega/(2*k_b*temperature)
assert 0 < z < np.pi
tunnel_factor = z/np.sin(z)
spacing = trap_density**(-1/3)
overlap_field = coulomb/(spacing/2)**2
overlap_depth = depth(min(overlap_field/mean_field, exit_field))
barrier = thermal_voltage*np.log(q*band_mobility*band_density
                                 * mean_field/exact_current)


def show(label, value, unit='', form='.4g'):
    print(f"{label}: {value:{form}} {unit}".rstrip())


show("Initial coefficient ln G/g", initial, form='.5f')
show("Unweighted field-average coefficient", plain, form='.5f')
for g in (1, 2, 4, 6, 8, 10, 15, 20):
    show(f"Exact ln G/g at g={g}", log_gain(g)/g, form='.4f')
show("g where 0.891 is exact", crossing)
show("g at largest overestimate below crossing", peak.x)
show("Largest overestimate there", 100*np.expm1(max_log_error), "%")
show("End of equal-log-error range, g", range_end)
show("Underestimate at range end", -100*np.expm1(-max_log_error), "%")
show("Best coefficient on that range", best, form='.5f')
show("Largest relative shooting difference", shooting_error, form='.1e')
show("Film thickness", thickness*1e9, "nm")
show("Voltage", voltage, "V")
show("Temperature", temperature, "K")
show("Static relative permittivity", eps_static)
show("Optical relative permittivity", eps_optical)
show("Trap density", trap_density*1e-6, "cm^-3")
show("Trap depth", trap_depth, "eV")
show("Band mobility", band_mobility*1e4, "cm2/Vs")
show("Effective mass", mass_ratio, "electron masses")
show("Effective band density", band_density*1e-6, "cm^-3")
show("Thermal voltage", thermal_voltage*1e3, "mV")
show("Zero-field trap-limited mobility mu0", mu0*1e4, "cm2/Vs")
show("Coefficient b", b_field*1e4, "(cm/MV)^0.5")
show("Mean field", mean_field*1e-8, "MV/cm")
show("Example g", g_film)
show("Example s", s_film)
show("Example exact ln G", ln_film)
show("Mott-Gurney current", mott*1e-4, "A/cm2")
show("Exact model current", exact_current*1e-4, "A/cm2")
show("Murgatroyd current", murgatroyd_current*1e-4, "A/cm2")
show("Uniform-field estimate", mott*np.exp(g_film)*1e-4, "A/cm2")
show("Murgatroyd/exact", murgatroyd_current/exact_current)
for y in (0.1, 0.5):
    show(f"Field at x/L={y}", field_at(y)*mean_field*1e-8, "MV/cm")
show("Field at exit", anode_field*1e-8, "MV/cm")
show("Local log-log slope dlnJ/dlnV", power)
show("Current ratio with trap filling", j_filled/j_film)
show("Current ratio with angular emission", j_angular/j_film)
show("Depth where diffusion/drift=0.1", depth(e_diff)*thickness*1e9, "nm")
show("Potential drop to that depth", diff_potential*1e3, "mV")
show("Current change per kT/q voltage shift", 100*thermal_shift, "%")
show("Saddle tunnelling factor at exit", tunnel_factor)
show("Mean trap spacing", spacing*1e9, "nm")
show("Well-overlap field", overlap_field*1e-8, "MV/cm")
show("Depth below well-overlap field", overlap_depth*thickness*1e9, "nm")
show("Barrier lowering at exit", beta*np.sqrt(anode_field), "eV")
show("Rough breakdown field", breakdown*1e-8, "MV/cm")
show("Exit field/breakdown field", anode_field/breakdown)
show("Rough maximum injection barrier", barrier, "eV")
print("verified")
```

Running it gives:

```
Initial coefficient ln G/g: 0.83983
Unweighted field-average coefficient: 0.97980
Exact ln G/g at g=1: 0.8473
Exact ln G/g at g=2: 0.8543
Exact ln G/g at g=4: 0.8668
Exact ln G/g at g=6: 0.8775
Exact ln G/g at g=8: 0.8866
Exact ln G/g at g=10: 0.8944
Exact ln G/g at g=15: 0.9095
Exact ln G/g at g=20: 0.9205
g where 0.891 is exact: 9.094
g at largest overestimate below crossing: 4.106
Largest overestimate there: 10.16 %
End of equal-log-error range, g: 11.48
Underestimate at range end: 9.226 %
Best coefficient on that range: 0.89100
Largest relative shooting difference: 3.7e-09
Film thickness: 200 nm
Voltage: 6 V
Temperature: 400 K
Static relative permittivity: 4.5
Optical relative permittivity: 4
Trap density: 1e+18 cm^-3
Trap depth: 1 eV
Band mobility: 1 cm2/Vs
Effective mass: 0.5 electron masses
Effective band density: 1.366e+19 cm^-3
Thermal voltage: 34.47 mV
Zero-field trap-limited mobility mu0: 3.435e-12 cm2/Vs
Coefficient b: 11.01 (cm/MV)^0.5
Mean field: 0.3 MV/cm
Example g: 6.03
Example s: 6.636
Example exact ln G: 5.292
Mott-Gurney current: 6.93e-09 A/cm2
Exact model current: 1.377e-06 A/cm2
Murgatroyd current: 1.493e-06 A/cm2
Uniform-field estimate: 2.88e-06 A/cm2
Murgatroyd/exact: 1.084
Field at x/L=0.1: 0.2211 MV/cm
Field at x/L=0.5: 0.3153 MV/cm
Field at exit: 0.3634 MV/cm
Local log-log slope dlnJ/dlnV: 4.735
Current ratio with trap filling: 1.143
Current ratio with angular emission: 0.154
Depth where diffusion/drift=0.1: 14.03 nm
Potential drop to that depth: 228.3 mV
Current change per kT/q voltage shift: 2.72 %
Saddle tunnelling factor at exit: 1.135
Mean trap spacing: 10 nm
Well-overlap field: 0.144 MV/cm
Depth below well-overlap field: 3.504 nm
Barrier lowering at exit: 0.2287 eV
Rough breakdown field: 4 MV/cm
Exit field/breakdown field: 0.09084
Rough maximum injection barrier: 0.9269 eV
verified
```
